**Adiabatic connection at fixed density for two electrons on a grid**

The program tests $E_{xc}=\int_0^1W_\lambda\,d\lambda$, where $W_\lambda=\langle\Psi_\lambda|W|\Psi_\lambda\rangle-U$, $W$ is the electron repulsion, $U$ is the Hartree energy, and $\Psi_\lambda$ is the ground state at coupling $\lambda$ in a potential $v_\lambda$ that keeps the density fixed. It diagonalizes a one-dimensional two-electron model, finds each $v_\lambda$ by Newton iteration, and asserts that the coupling integral agrees with $E_{xc}=F_1-T_s-U$ within $10^{-6}$ hartree. Here $F_1$ is the kinetic plus repulsion energy at full coupling and $T_s$ is the noninteracting kinetic energy. Further assertions cover the Hellmann-Feynman balance at $\lambda=0.5$, the two-sided bounds on the change of $\langle T+\lambda W\rangle$, the decrease of $W_\lambda$ at the sampled couplings, and the exchange limit $W_0=-U/2$. The program also asserts that a fixed external potential gives too large an integral and that a linearly interpolated potential changes the density. In the output both routes give $E_{xc}=-0.602046$ hartree, with a difference of about $3\times10^{-9}$ hartree. The fixed-potential integral exceeds $F_1-T_s$ by 0.0725 hartree.

## Numerical verification

```python
"""Adiabatic connection at fixed density, tested on two electrons on a 1D grid.

Result under test:  E_xc = integral from 0 to 1 of W_lambda d(lambda),
  W_lambda = <Psi_lambda| W |Psi_lambda> - U,
where Psi_lambda is the ground state of T + lambda*W + V_lambda and V_lambda
is adjusted so that the density n is the same for every lambda.
T: kinetic energy, W: electron repulsion, U: Hartree energy of n,
F_lambda = <T + lambda*W>, T_s = F_0, E_xc = F_1 - T_s - U by definition.
Hartree atomic units. Site occupations are density times grid spacing, so
sums over sites stand for integrals. The pair basis is spatially symmetric
(spin singlet), which contains the two-electron ground state.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants

box_length = 12.0
n_sites = 29
trap_frequency = 0.25
spacing = box_length / (n_sites + 1)
x = -box_length / 2 + spacing * np.arange(1, n_sites + 1)
v_physical = 0.5 * trap_frequency**2 * x**2
repulsion = 1.0 / np.sqrt((x[:, None] - x[None, :])**2 + 1.0)
kinetic = (np.eye(n_sites) - 0.5 * np.eye(n_sites, k=1)
           - 0.5 * np.eye(n_sites, k=-1)) / spacing**2

# Symmetric two-electron basis; potential and repulsion are diagonal in it.
first, second = np.triu_indices(n_sites)
n_pairs = len(first)
columns = np.arange(n_pairs)
to_pairs = np.zeros((n_sites**2, n_pairs))
amplitude = np.where(first == second, 1.0, np.sqrt(0.5))
to_pairs[first * n_sites + second, columns] = amplitude
to_pairs[second * n_sites + first, columns] = amplitude
identity = np.eye(n_sites)
kinetic_pairs = to_pairs.T @ (np.kron(kinetic, identity)
                              + np.kron(identity, kinetic)) @ to_pairs
repulsion_pairs = repulsion[first, second]
occupation = np.zeros((n_pairs, n_sites))
np.add.at(occupation, (columns, first), 1.0)
np.add.at(occupation, (columns, second), 1.0)


def diagonalize(lam, v):
    """All energies and states at coupling lam, and ground-state occupations."""
    hamiltonian = kinetic_pairs.copy()
    hamiltonian[columns, columns] += lam * repulsion_pairs + occupation @ v
    energies, states = eigh(hamiltonian)
    return energies, states, states[:, 0]**2 @ occupation


def expectation(state):
    """Kinetic energy and repulsion energy of a normalized pair state."""
    return state @ kinetic_pairs @ state, state**2 @ repulsion_pairs


# Physical system fixes the density.
energies, states, density = diagonalize(1.0, v_physical)
energy_physical = energies[0]
T_1, W_1 = expectation(states[:, 0])
hartree = 0.5 * density @ repulsion @ density

# Noninteracting system with the same density, from its doubly filled orbital.
orbital = np.sqrt(density / 2)
T_s = 2 * orbital @ kinetic @ orbital
v_ks = -(kinetic @ orbital) / orbital
v_ks += np.mean(v_physical) - np.mean(v_ks)
exc_definition = T_1 + W_1 - T_s - hartree

energies, states, density_ks = diagonalize(0.0, v_ks)
T_0, W_0 = expectation(states[:, 0])
assert np.max(np.abs(density_ks - density)) < 1e-9
assert abs(T_0 - T_s) < 1e-9


def fixed_density_state(lam):
    """Find v_lambda by maximizing E[v] - sum(n*v), a concave function of v."""
    v = v_ks + lam * (v_physical - v_ks)
    energies, states, trial = diagonalize(lam, v)
    for _ in range(40):
        if np.max(np.abs(trial - density)) < 1e-10:
            break
        transition = (occupation * states[:, :1]).T @ states[:, 1:]
        response = -2 * (transition / (energies[1:] - energies[0])) @ transition.T
        # The constant shift of v is a null direction; the added term pins it.
        step = np.linalg.solve(response - 1.0, density - trial)
        objective = energies[0] - density @ v
        scale = 1.0
        for _ in range(20):
            v_new = v + scale * step
            energies, states, trial = diagonalize(lam, v_new)
            if energies[0] - density @ v_new >= objective - 1e-11:
                break
            scale /= 2
        v = v_new
    mismatch = np.max(np.abs(trial - density))
    assert mismatch < 1e-10, "density not reproduced"
    T_lam, W_lam = expectation(states[:, 0])
    return v, energies[0], T_lam, W_lam, mismatch


# Coupling integral with Gauss-Legendre nodes.
nodes, weights = np.polynomial.legendre.leggauss(8)
nodes, weights = (nodes + 1) / 2, weights / 2
path = [fixed_density_state(lam) for lam in nodes]
T_path = np.array([p[2] for p in path])
W_path = np.array([p[3] for p in path])
worst_mismatch = max(p[4] for p in path)
exc_integral = weights @ (W_path - hartree)
assert abs(exc_integral - exc_definition) < 1e-6

# Two-sided bounds on F_mu - F_lambda between neighbouring couplings.
lam_all = np.concatenate(([0.0], nodes, [1.0]))
W_all = np.concatenate(([W_0], W_path, [W_1]))
T_all = np.concatenate(([T_0], T_path, [T_1]))
rise = np.diff(T_all + lam_all * W_all)
gap = np.diff(lam_all)
assert np.all(rise <= gap * W_all[:-1] + 1e-9)
assert np.all(rise >= gap * W_all[1:] - 1e-9)
assert np.all(np.diff(W_all) < 0)
assert W_1 - hartree < exc_definition < W_0 - hartree

# Exchange limit of a two-electron singlet.
assert abs((W_0 - hartree) + hartree / 2) < 1e-9

# Hellmann-Feynman balance at half coupling, derivatives by central difference.
delta = 0.01
v_half, E_half, T_half, W_half, _ = fixed_density_state(0.5)
v_up, E_up = fixed_density_state(0.5 + delta)[:2]
v_down, E_down = fixed_density_state(0.5 - delta)[:2]
dE = (E_up - E_down) / (2 * delta)
potential_term = density @ (v_up - v_down) / (2 * delta)
assert abs(dE - W_half - potential_term) < 1e-5
assert abs(potential_term) > 1e-3

# Wrong path 1: external potential held at its physical form.
W_fixed_v = []
for lam in nodes:
    _, states, _ = diagonalize(lam, v_physical)
    W_fixed_v.append(expectation(states[:, 0])[1])
integral_fixed_v = weights @ np.array(W_fixed_v)
energies, _, density_bare = diagonalize(0.0, v_physical)
energy_bare = energies[0]
assert abs(integral_fixed_v - (energy_physical - energy_bare)) < 1e-6
excess = integral_fixed_v - (T_1 + W_1 - T_s)
assert excess > 1e-4

# Wrong path 2: potential interpolated linearly between the two ends.
_, _, density_linear = diagonalize(0.5, 0.5 * (v_ks + v_physical))
linear_error = np.sum(np.abs(density_linear - density))
assert linear_error > 1e-5

hartree_in_ev = physical_constants["Hartree energy in eV"][0]
print(f"box length = {box_length:.1f} bohr, grid points = {n_sites}, "
      f"spacing = {spacing:.2f} bohr")
print(f"trap frequency = {trap_frequency:.2f} hartree; two-electron basis "
      f"size = {n_pairs}")
print(f"physical ground-state energy E_1 = {energy_physical:.6f} hartree")
print(f"<T> at lambda=1 = {T_1:.6f} hartree")
print(f"<W> at lambda=1 = {W_1:.6f} hartree")
print(f"F_1 = <T+W> at lambda=1 = {T_1 + W_1:.6f} hartree")
print(f"T_s = {T_s:.6f} hartree")
print(f"Hartree energy U = {hartree:.6f} hartree")
print(f"F_1 - T_s = {T_1 + W_1 - T_s:.6f} hartree")
print("density (1/bohr) and potentials (hartree), equal grid averages:")
for position in (0.0, 2.0, 4.0):
    k = int(np.argmin(np.abs(x - position)))
    print(f"  x={position:.1f} bohr: n={density[k] / spacing:.5f}  "
          f"v_0={v_ks[k]:.5f}  v_1/2={v_half[k]:.5f}  v_1={v_physical[k]:.5f}")
print("lambda, quadrature weight, <T> (hartree), W_lambda (hartree):")
print(f"  0.000000  end point  {T_0:.6f}  {W_0 - hartree:.6f}")
for lam, weight, T_lam, W_lam in zip(nodes, weights, T_path, W_path):
    print(f"  {lam:.6f}  {weight:.6f}  {T_lam:.6f}  {W_lam - hartree:.6f}")
print(f"  1.000000  end point  {T_1:.6f}  {W_1 - hartree:.6f}")
print(f"largest site-occupation mismatch on path = {worst_mismatch:.1e}")
print(f"E_xc from coupling integral = {exc_integral:.8f} hartree")
print(f"E_xc from definition        = {exc_definition:.8f} hartree")
print(f"absolute difference = {abs(exc_integral - exc_definition):.1e} hartree")
print(f"E_xc = {exc_definition * hartree_in_ev:.4f} eV")
print(f"E_x = W_0 = {W_0 - hartree:.6f} hartree")
print(f"E_c = E_xc - E_x = {exc_definition - W_0 + hartree:.6f} hartree")
print(f"T_c = <T>_1 - T_s = {T_1 - T_s:.6f} hartree")
print(f"at lambda=0.5, central difference with step {delta:.2f}:")
print(f"  dE/dlambda = {dE:.6f} hartree")
print(f"  <W> = {W_half:.6f} hartree")
print(f"  integral of n dv/dlambda = {potential_term:.6f} hartree")
print(f"  dE/dlambda - <W> - potential term = "
      f"{dE - W_half - potential_term:.1e} hartree")
print(f"fixed potential v_1: integral of <W> = {integral_fixed_v:.6f} hartree")
print(f"fixed potential v_1: energy at lambda=0 = {energy_bare:.6f} hartree")
print(f"fixed potential v_1: excess over F_1 - T_s = {excess:.6f} hartree")
print(f"fixed potential v_1: density at x=0, lambda=0 = "
      f"{density_bare[n_sites // 2] / spacing:.5f} 1/bohr")
print(f"linear potential path, lambda=0.5: integral of |density error| = "
      f"{linear_error:.5f} electrons")
print("success")
```

Output:

```
box length = 12.0 bohr, grid points = 29, spacing = 0.40 bohr
trap frequency = 0.25 hartree; two-electron basis size = 435
physical ground-state energy E_1 = 0.755791 hartree
<T> at lambda=1 = 0.123109 hartree
<W> at lambda=1 = 0.392314 hartree
F_1 = <T+W> at lambda=1 = 0.515423 hartree
T_s = 0.081720 hartree
Hartree energy U = 1.035750 hartree
F_1 - T_s = 0.433703 hartree
density (1/bohr) and potentials (hartree), equal grid averages:
  x=0.0 bohr: n=0.31918  v_0=0.31171  v_1/2=0.17261  v_1=0.00000
  x=2.0 bohr: n=0.29338  v_0=0.16023  v_1/2=0.13470  v_1=0.12500
  x=4.0 bohr: n=0.04704  v_0=0.38549  v_1/2=0.44341  v_1=0.50000
lambda, quadrature weight, <T> (hartree), W_lambda (hartree):
  0.000000  end point  0.081720  -0.517875
  0.019855  0.050614  0.081779  -0.523861
  0.101667  0.111191  0.083141  -0.546648
  0.237234  0.156853  0.088096  -0.576545
  0.408283  0.181342  0.096205  -0.602163
  0.591717  0.181342  0.105070  -0.620116
  0.762766  0.156853  0.112924  -0.631790
  0.898333  0.111191  0.118835  -0.638927
  0.980145  0.050614  0.122284  -0.642602
  1.000000  end point  0.123109  -0.643435
largest site-occupation mismatch on path = 3.7e-11
E_xc from coupling integral = -0.60204638 hartree
E_xc from definition        = -0.60204639 hartree
absolute difference = 2.7e-09 hartree
E_xc = -16.3825 eV
E_x = W_0 = -0.517875 hartree
E_c = E_xc - E_x = -0.084172 hartree
T_c = <T>_1 - T_s = 0.041389 hartree
at lambda=0.5, central difference with step 0.01:
  dE/dlambda = 0.207796 hartree
  <W> = 0.423700 hartree
  integral of n dv/dlambda = -0.215907 hartree
  dE/dlambda - <W> - potential term = 3.6e-06 hartree
fixed potential v_1: integral of <W> = 0.506214 hartree
fixed potential v_1: energy at lambda=0 = 0.249577 hartree
fixed potential v_1: excess over F_1 - T_s = 0.072511 hartree
fixed potential v_1: density at x=0, lambda=0 = 0.56659 1/bohr
linear potential path, lambda=0.5: integral of |density error| = 0.03899 electrons
success
```
